\section*{Tricritical Landau exponents and the slope ratio of four in ferroelectric films}

\section{Two ways of losing polarization}

A ferroelectric memory capacitor stores a bit in the sign of its remanent polarization. On heating, that polarization may shrink continuously to zero, or it may stay finite up to some temperature and then jump to zero. Composition, strain and clamping can move a material from one behaviour to the other. What laws hold on the border between them?

Take a uniform film with one polar axis and a single domain. Let $P$ be the switching part of the polarization and $E$ the field inside the film. Since $P$ and $-P$ are equivalent at $E=0$, the free energy density contains even powers of $P$ besides the field term:
\begin{equation}
f=\frac a2P^2+\frac b4P^4+\frac c6P^6-EP,\qquad a=a_0(T-T_0),
\label{f}
\end{equation}
with $a_0>0$ and $c>0$. The equilibrium $P$ minimizes $f$ at given $T$ and $E$. This is mean-field theory: fluctuations of $P$ about the minimum are ignored until their size is estimated below. The tricritical point is $a=b=0$. I first keep $b=0$ at all temperatures and relax this later.

The example is a 10 nm film with $T_0=500$ K, $a_0=10^7$ V\,m/(C\,K) and $c=1.25\times10^{12}$ V\,m$^9$/C$^5$. These are round model parameters.

\section{Simplest case: no field, no quartic term}

Setting $\partial f/\partial P=0$ at $E=0$ gives
\begin{equation}
P\,(a+cP^4)=0 .
\end{equation}
For $a>0$ the bracket is positive and $P=0$ is the sole solution. For $a<0$ the bracket vanishes at
\begin{equation}
P_s^4=\frac{-a}{c}=\frac{a_0(T_0-T)}{c},\qquad
P_s=\left[\frac{a_0(T_0-T)}{c}\right]^{1/4}.
\label{ps}
\end{equation}
To see which solution wins, insert $cP_s^4=|a|$ into $f$:
\begin{equation}
f(P_s)=-\frac{|a|}2P_s^2+\frac{|a|}6P_s^2=-\frac{|a|}3P_s^2<0=f(0).
\label{barrier}
\end{equation}
The polar states are therefore the global minima, and the order-parameter exponent is $\beta=1/4$.

At 300 K, $|a|=10^7\times200=2\times10^9$ V\,m/C, so $P_s^4=1.6\times10^{-3}$ and $P_s=0.20$ C/m$^2$, or 20 $\mu$C/cm$^2$. One kelvin below $T_0$ it is still 5.3 $\mu$C/cm$^2$: reducing the distance to $T_0$ by 200 reduces $P_s$ by only $200^{1/4}=3.8$. The limit $T\to T_0$ gives $P_s\to0$, so the transition is continuous, though steep.

\section{Adding a field}

With $E\neq0$ and $b=0$, stationarity reads
\begin{equation}
E=aP+cP^5 .
\label{eos}
\end{equation}
At $T=T_0$ the linear term is absent, so $E=cP^5$. The critical-isotherm exponent, defined by $E\propto P^\delta$, is $\delta=5$. A field of 1 MV/cm, which is 1 V across the film, gives $P=(10^8/1.25\times10^{12})^{1/5}=0.152$ C/m$^2$, or 15.2 $\mu$C/cm$^2$. At 4 MV/cm, a rough breakdown field, $P$ has risen to just 20 $\mu$C/cm$^2$.

No experiment sits at $T_0$ with perfect accuracy, so consider a small $a>0$. The two terms of (\ref{eos}) are equal at $P_*=(a/c)^{1/4}$, where each equals
\begin{equation}
E_*=aP_*=a^{5/4}c^{-1/4}.
\end{equation}
With $p=P/P_*$, equation (\ref{eos}) becomes $E/E_*=p+p^5$, and the local exponent is
\begin{equation}
\delta_{\rm loc}=\frac{d\ln E}{d\ln P}=\frac{p+5p^5}{p+p^5}
=5-\frac4{1+p^4}.
\end{equation}
It tends to 1 in weak fields, the linear dielectric, and to 5 for $E\gg E_*$. One kelvin above $T_0$, $E_*=0.0053$ MV/cm. At 1 MV/cm the local exponent is then 4.94, so an error of 1 K in $T_0$ does little harm there.

\section{The inverse susceptibility}

The isothermal inverse susceptibility is the slope of the field at fixed temperature. From (\ref{eos}),
\begin{equation}
A=\left(\frac{\partial E}{\partial P}\right)_T=a+5cP^4 ,
\end{equation}
evaluated at the zero-field equilibrium. Above $T_0$, $P=0$; below it, $cP_s^4=-a$. Hence
\begin{align}
T>T_0:&\quad A=a=a_0(T-T_0),\\
T<T_0:&\quad A=a-5a=-4a=4a_0(T_0-T).
\label{four}
\end{align}
The slopes $dA/dT$ are $a_0$ and $-4a_0$. Their ratio is four in magnitude and $-4$ with its sign. In the example they are $10^7$ and $-4\times10^7$ V\,m/(C\,K); these values were also obtained from the response of the minimum of $f$ to small fields.

The origin of the four shows when the fifth power is replaced by a general one. For $E=aP+cP^\delta$ with $P\ge0$, the zero-field state has $cP_s^{\delta-1}=|a|$, so
\begin{equation}
\beta=\frac1{\delta-1},\qquad
A=-|a|+\delta\,cP_s^{\delta-1}=(\delta-1)|a| .
\end{equation}
The ratio is $\delta-1$: four for $\delta=5$, and two for the ordinary case $\delta=3$. Since $A\propto|T-T_0|^\gamma$ with $\gamma=1$ on both sides, $\gamma=\beta(\delta-1)$ holds in each case.

A capacitor measures the total permittivity, which includes a background $\varepsilon_b$ from electrons and other lattice modes:
\begin{equation}
\varepsilon_r=\varepsilon_b+\frac1{\varepsilon_0A}.
\end{equation}
At 300 K, $A=8\times10^9$ V\,m/C gives a soft part of 14; with $\varepsilon_b=20$ the total is 34. The background must be subtracted before slopes are compared so far from $T_0$. Close to $T_0$ the soft part diverges and the subtraction matters less.

\section{First generalization: a positive quartic term}

Let $b>0$ be constant. Below $T_0$, with $y=P^2$, the nonzero solution obeys $cy^2+by-|a|=0$. Its positive root is
\begin{equation}
y=\frac b{2c}(s-1),\qquad
s=\sqrt{1+\frac{t}{t_b}},\qquad t_b=\frac{b^2}{4a_0c},
\end{equation}
where $t=T_0-T$. Because $P=y^{1/2}$ and $s^2-1=t/t_b$, we have $t\,ds/dt=(s^2-1)/(2s)$ and
\begin{equation}
\beta_{\rm loc}=\frac{d\ln P}{d\ln t}
=\frac1{2(s-1)}\,\frac{s^2-1}{2s}=\frac{s+1}{4s}.
\end{equation}
Near $T_0$, $s\to1$ and $\beta_{\rm loc}\to1/2$. For $t\gg t_b$, $s\to\infty$ and it tends to $1/4$.

For the inverse susceptibility, $A=a+3by+5cy^2$. Eliminating $a=-by-cy^2$ gives
\begin{equation}
A=2by+4cy^2 .
\label{Ab}
\end{equation}
When the quartic term dominates, $by\simeq|a|$ and $A\simeq2|a|$; when the sixth-order term dominates, $cy^2\simeq|a|$ and $A\simeq4|a|$. On the isotherm $a=0$, $E=bP^3+cP^5$, whose exponent likewise passes from 3 at small $P$ to 5 at large $P$.

A residual $b=10^{10}$ V\,m$^5$/C$^3$ gives $t_b=10^{20}/(5\times10^{19})=2$ K. The local $\beta$ is 0.43 at 2 K below $T_0$ and 0.275 at 200 K below. Tricritical behaviour is thus approached only for $t\gg t_b$: the local $\beta$ comes within 10\% of $1/4$ at about $100\,t_b$. The region $t\ll t_b$ is ordinary, and it disappears only if $b$ vanishes at $T_0$.

\section{Second generalization: a negative quartic term}

For $b=-|b|$ a polar minimum can coexist with the one at $P=0$. The transition temperature $T_c$ requires both stationarity and equal energies:
\begin{align}
a-|b|y+cy^2&=0,\\
\frac a2-\frac{|b|}4y+\frac c6y^2&=0 .
\end{align}
Insert $a=|b|y-cy^2$ from the first line into the second. The terms combine to $|b|y/4-cy^2/3=0$, so
\begin{equation}
y_c=\frac{3|b|}{4c},\qquad a_c=|b|y_c-cy_c^2=\frac{3b^2}{16c}.
\end{equation}
With $|b|=10^{10}$ V\,m$^5$/C$^3$ the transition lies 1.5 K above $T_0$, and $P$ jumps by $\sqrt{0.006}=0.077$ C/m$^2$, or 7.7 $\mu$C/cm$^2$. As $b\to0$ the jump vanishes as $|b|^{1/2}$ and $T_c-T_0$ as $b^2$, which recovers the continuous transition.

Here a second, different factor of four appears. Equation (\ref{Ab}) on the polar side gives $A=-2|b|y_c+4cy_c^2=3b^2/(4c)=4a_c$, while on the nonpolar side $A=a_c$. The two \emph{values} at $T_c$ have ratio four. For the \emph{slopes}, differentiate both $A$ and $a$ with respect to $y$ along the polar branch:
\begin{equation}
\frac{dA}{da}=\frac{-2|b|+8cy}{|b|-2cy}.
\label{slope}
\end{equation}
At $y_c$ this is $4|b|/(-|b|/2)=-8$. Deep in the polar phase, where $cy\gg|b|$, it tends to $-4$. A measured slope ratio therefore identifies the tricritical point only together with the absence of a jump and with data close enough to the transition.

\section{Third generalization: a realistic path through the point}

In a material $b$ also depends on temperature, and the expansion does not stop at $P^6$. Let $b=b_1(T-T_0)$ and add $dP^8/8$ to $f$. Below $T_0$,
\begin{equation}
-a_0t-b_1t\,y+cy^2+dy^3=0 .
\label{path}
\end{equation}
Write $y=y_0(1+\epsilon)$ with $cy_0^2=a_0t$, the solution without the new terms. To first order in small quantities, $2cy_0^2\epsilon=b_1ty_0-dy_0^3$. Dividing by $2cy_0^2$ and using $t/(cy_0)=y_0/a_0$,
\begin{equation}
\epsilon=\frac{y_0}2\left(\frac{b_1}{a_0}-\frac dc\right)\propto t^{1/2}.
\end{equation}
The correction vanishes at $T_0$, so $\beta=1/4$ survives. Since $\ln P=\frac12\ln y$, the local exponent is $\frac14+\frac\epsilon4$ to this order.

The inverse susceptibility is now $A=2by+4cy^2+6dy^3$, after $a$ is eliminated as before. Dividing by $a_0t=cy_0^2$ and keeping first order,
\begin{align}
\frac{A}{a_0t}&=4+8\epsilon-\frac{2b_1y_0}{a_0}+\frac{6dy_0}c\nonumber\\
&=4+2y_0\left(\frac{b_1}{a_0}+\frac dc\right).
\end{align}
Above $T_0$, $P=0$ and $A=a_0(T-T_0)$ as before, so the limiting ratio is four. On the isotherm $T=T_0$, $b=0$ and $E=cP^5+dP^7$, which keeps $\delta=5$ for small $P$.

At $t=2$ K, that is 2 K below $T_0$, $y_0=0.004$ C$^2$/m$^4$. For $b_1=-5\times10^7$ V\,m$^5$/(C$^3$\,K) and $d=0$ the formula gives $4-0.04=3.96$, as found from the full equation. At $t=200$ K the full result is 3.64, with local $\beta=0.225$. For $b_1=0$ and $d=5\times10^{12}$ V\,m$^{13}$/C$^7$ the ratio is 4.03 at $t=2$ K and 4.26 at $t=200$ K. These are ratios of values, $A/(a_0t)$. Because the correction grows as $t^{1/2}$, the ratio of slopes deviates more, by $3y_0(b_1/a_0+d/c)$ to first order. In magnitude it is 3.94 at 2 K and 3.5 at 200 K in the first case, and 4.05 and 4.4 in the second. These coefficients are illustrative; the square-root approach to the limit is general within this expansion, except for $\beta$ when $b_1/a_0=d/c$ and for the ratio when $b_1/a_0=-d/c$; both corrections vanish together only if $b_1=d=0$.

\section{Which susceptibility, and which mechanical state?}

The ratio in (\ref{four}) is isothermal. If the film exchanges no heat during the measurement, its temperature follows $P$. The entropy density is $-\partial f/\partial T=s_0(T)-a_0P^2/2$. With $C$ the heat capacity per volume at constant $P$, constant entropy means $C\,dT/T=a_0P\,dP$, and
\begin{equation}
A_S=A+\left(\frac{\partial E}{\partial T}\right)_P\frac{dT}{dP}
=A+\frac{Ta_0^2P^2}{C}.
\end{equation}
Below $T_0$ the added term falls as $t^{1/2}$, more slowly than $A\propto t$, so it wins near $T_0$. For $C=3$ J/(cm$^3$\,K) it adds 5\% at 300 K but doubles $A$ at 1.4 K below $T_0$. Heat crosses the 10 nm film in about 0.2 ns for a diffusivity of $5\times10^{-7}$ m$^2$/s. With electrodes that act as heat sinks, slower probing is isothermal.

Clamping changes $b$. Let a strain $S$ contribute $KS^2/2-KQSP^2$. A free film relaxes to $S=QP^2$, which contributes $-KQ^2P^4/2$; a film held at $S=0$ lacks this term. Comparing with $bP^4/4$, clamping raises $b$ by $2KQ^2$. For $K=200$ GPa and a spontaneous strain of 0.5\% at 20 $\mu$C/cm$^2$, $Q=0.125$ m$^4$/C$^2$ and the rise is $6\times10^9$ V\,m$^5$/C$^3$. A film tuned to $b=0$ when free is then no longer tricritical when held at $S=0$, although this $b$ gives a crossover scale $t_b$ of only 0.8 K. A substrate fixes only the in-plane strains and leaves the thickness free to change. For a polar axis along the film normal, the rise is then smaller than with all strains held, and it depends on the in-plane electrostriction.

\section{The film as a device}

An interface layer of thickness $\ell$ and permittivity $\varepsilon_i$ lies in series with the film of thickness $L$. Under short circuit $EL+E_i\ell=0$, and continuity of displacement gives $\varepsilon_0\varepsilon_bE+P=\varepsilon_0\varepsilon_iE_i$. Eliminating $E_i=-EL/\ell$,
\begin{equation}
E=-kP,\qquad k=\frac1{\varepsilon_0(\varepsilon_b+\varepsilon_iL/\ell)} .
\end{equation}
Equation (\ref{eos}) becomes $(a+k)P+cP^5=0$. The layer lowers the transition by $k/a_0$ and leaves $b$ and $c$ alone, so for a single domain the exponents survive. If the gradient energy that opposes domain walls is small, a domain pattern can form on cooling before the uniform state does, and this shift then does not apply. For $\ell=0.5$ nm and $\varepsilon_i=30$ the shift is 18 K, and $P_s$ at 300 K falls from 20 to 19.5 $\mu$C/cm$^2$. The field in the layer is then about 7 MV/cm, above the rough breakdown field quoted for the film. These numbers therefore assume an ideal insulating layer; leakage or trapped charge could screen $P$ and reduce the shift. The limit $\ell\to0$ restores $k=0$.

The uniform-switching coercive field follows from $A=0$ on the metastable branch: $P=P_s/5^{1/4}$ and $E_c=\frac45|a|P_s/5^{1/4}=2.1$ MV/cm at 300 K. Hafnium zirconium oxide capacitors near 10 nm have, very roughly, remanent polarizations of 10 to 25 $\mu$C/cm$^2$, coercive fields of 1 to 2 MV/cm and permittivities of 30 to 40. The model's 20 $\mu$C/cm$^2$ and permittivity of 34 lie in these ranges, and its coercive field of 2.1 MV/cm is slightly above the quoted range. That does not show that such a film is tricritical: $b=0$ and $T_0=500$ K were chosen. Real films are polycrystalline, contain competing phases and switch through domains, so the agreement in coercive field is no evidence for uniform switching. If $T_0$ varies between grains with a standard deviation of 10 K, the mean $|P|$ at the mean $T_0$ is 4.2 $\mu$C/cm$^2$ instead of the mean-field value zero. Small grains blur the transition even without such a spread: thermal fluctuations of a uniform $P$ in a 10 nm cube give a mean $|P|$ of about 2.7 $\mu$C/cm$^2$ at $T_0$. Exponents cannot then be read off within such a spread.

Thermal reversal of a single grain also matters near $T_0$. By (\ref{barrier}) the barrier of a 10 nm cube reversing uniformly is $|a|P_s^2/3$ times its volume, about $6400\,k_BT$ at 300 K. Far from $T_0$ a domain wall crossing the cube can offer a lower barrier, so this figure is no measure of the actual stability at 300 K. The uniform barrier falls as $t^{3/2}$ and reaches $k_BT$ at 0.8 K below $T_0$. Reversal sets in earlier if one waits, because the waiting time is roughly an attempt time multiplied by the exponential of the barrier over $k_BT$. For an attempt time of 1 ps it is 1 s at about 7 K below $T_0$. This uses the uniform barrier, which is the relevant one only for $t<\pi^2g/(a_0L^2)$, with $g$ the gradient coefficient of the next section: about 10 K for $g=10^{-9}$ J\,m$^3$/C$^2$, but only 1 K for a $g$ ten times smaller.

\section{Does mean-field theory hold?}

Add a gradient energy $g(\nabla P)^2/2$. The correlation length is $\xi=(g/A)^{1/2}$, and equipartition in a volume $\xi^3$ gives $\langle\delta P^2\rangle\simeq k_BT/(A\xi^3)$. With $A=4a_0t$ and $P_s^2=(a_0t/c)^{1/2}$,
\begin{equation}
\frac{\langle\delta P^2\rangle}{P_s^2}\simeq
\frac{k_BT\,A^{1/2}}{g^{3/2}P_s^2}=\frac{2k_BT\,c^{1/2}}{g^{3/2}} .
\end{equation}
The distance $t$ has cancelled. In $D$ dimensions the same estimate scales as $t^{(D-3)/2}$, so for short-range forces three is the marginal dimension. The mean-field exponents are then not overturned by a power of $t$, but this estimate cannot exclude slower, logarithmic corrections.

For a rough $g=10^{-9}$ J\,m$^3$/C$^2$ the ratio is 0.29 at 300 K and 0.49 near $T_0$. The estimate omits numerical factors that can lower these values by about ten, so it does not settle whether the fluctuations are small. Moreover, $\xi=0.35$ nm at 300 K is shorter than a lattice cell, where a continuum estimate is itself crude. Long-range dipolar forces are left out. The estimate also requires $\xi$ to be smaller than the film thickness $L$. With $A=4a_0t$, $\xi$ reaches $L=10$ nm at $t=g/(4a_0L^2)=0.25$ K below $T_0$; above $T_0$, where $A=a_0(T-T_0)$, it does so already at 1 K. Closer to $T_0$ the fluctuating volume is $\xi^2L$ instead of $\xi^3$, and since $A\xi^2=g$ the ratio becomes $k_BT/(gLP_s^2)\propto t^{-1/2}$. It grows without limit, so in a thin film the mean-field exponents cannot be trusted in this innermost region. The exponents $1/4$ and 5 and the ratio of four are therefore firm results of the Landau model; for this film their quantitative accuracy is not secured.

\section*{Computed results}
\begin{verbatim}
T0: 500 K
Temperature of use: 300 K
a0: 1e+07 V m/(C K)
c: 1.25e+12 V m^9/C^5
Film thickness: 10 nm
Background relative permittivity: 20
Exponent beta: 0.25000
Exponent delta: 5.00000
Slope of A above T0: 1e+07 V m/(C K)
Slope of A below T0: -4e+07 V m/(C K)
Slope ratio below/above: -4.0000
P_s at 300 K: 20 uC/cm2
P_s at T0 - 1 K: 5.318 uC/cm2
A at 300 K: 8e+09 V m/C
Soft relative permittivity, 300 K: 14.12
Total relative permittivity, 300 K: 34.12
Uniform-switching coercive field, 300 K: 2.14 MV/cm
P at T0, 1 MV/cm: 15.16 uC/cm2
Voltage across film at 1 MV/cm: 1 V
E* at 1 K offset: 0.005318 MV/cm
Local delta at T0 + 1 K, 1 MV/cm: 4.94
Rough breakdown field: 4 MV/cm
P at T0 at breakdown field: 20 uC/cm2
Residual |b|: 1e+10 V m^5/C^3
Crossover scale b^2/(4 a0 c): 2 K
b>0: local beta 2 K below T0: 0.4268
b>0: local beta 200 K below T0: 0.2749
b>0: ratio of A at 0.001 K: 2
b<0: Tc - T0: 1.5 K
b<0: jump of P at Tc: 7.746 uC/cm2
b<0: value ratio, slope ratio at Tc: 4 , -8
Stiffness: 200 GPa
Spontaneous strain at 300 K: 0.5 %
Rise of b by clamping: 6.25e+09 V m^5/C^3
b drift: coefficient (SI): -5e+07
b drift: beta at 200, 2 K: 0.2251, 0.2475
b drift: A ratio at 200, 2 K: 3.638, 3.960
P^8 term: coefficient (SI): 5e+12
P^8 term: beta at 200, 2 K: 0.2348, 0.2481
P^8 term: A ratio at 200, 2 K: 4.260, 4.031
Interface layer: 0.5 nm, permittivity 30
Lowering of T0 by layer: 18.22 K
P_s at 300 K with layer: 19.53 uC/cm2
Scatter of T0 (std. dev.): 10 K
Mean |P| at mean T0 with scatter: 4.174 uC/cm2
Barrier of 10 nm cube / kT, 300 K: 6438
Barrier = kT at T0 - T: 0.8115 K
Heat capacity: 3 J/(cm3 K)
Adiabatic/isothermal A, 300 K: 1.05
Adiabatic A is doubled at T0 - T: 1.381 K
Heat diffusion time of film: 0.2 ns
Gradient coefficient: 1e-09 J m^3/C^2
Correlation length, 300 K: 0.3536 nm
<dP^2>/P_s^2 at 300 K, near T0: 0.29, 0.49
\end{verbatim}
